# Vibronic absorption from the excited-state gradient, and where mode mixing breaks it

In the strong ultraviolet absorption of ethylene, an electron moves from the bonding π orbital to the antibonding π* orbital. The carbon–carbon bond is loosened at once, but the nuclei still have their ground-state positions. They are pushed by a force, and the absorption band acquires vibrational structure. That force is minus the excited-state gradient at the ground geometry. How much of the band does this one gradient determine?

## One mode by hand

Take one vibration of frequency $\omega=1500\ \mathrm{cm^{-1}}$, with $\hbar=1$. Let $q$ be its dimensionless coordinate, zero at the ground minimum, and $p$ its momentum. Energies are counted from the lowest vibrational level of the ground state:

$$H_g=\tfrac{\omega}{2}(p^2+q^2)-\tfrac{\omega}{2},\qquad H_e=\Omega_0+H_g+Fq .$$

Here $\Omega_0$ is the vertical excitation energy and $F$ the slope of the excitation energy. The second formula contains the central assumption: the excited surface has the same curvature as the ground surface. Choose $F=\sqrt2\,\omega\approx2121\ \mathrm{cm^{-1}}$.

Completing the square gives

$$\tfrac{\omega}{2}q^2+Fq=\tfrac{\omega}{2}\Big(q+\frac F\omega\Big)^2-\frac{F^2}{2\omega}.$$

The minimum moves to $-F/\omega=-\sqrt2$, along the force, and lies $\lambda=F^2/2\omega=1500\ \mathrm{cm^{-1}}$ below the vertical point. Measured in quanta, this relaxation energy is the Huang-Rhys factor

$$S=\frac{\lambda}{\omega}=\frac{F^2}{2\omega^2}=1 .$$

For the line intensities, write $q=(a+a^\dagger)/\sqrt2$, so that $H_g=\omega a^\dagger a$, and define $b=a+\alpha$ with $\alpha=F/(\sqrt2\,\omega)$. Then $\alpha^2=S$ and

$$\omega b^\dagger b=\omega a^\dagger a+\omega\alpha(a+a^\dagger)+\omega\alpha^2=H_g+Fq+S\omega .$$

Hence $H_e=\Omega_0-S\omega+\omega b^\dagger b$. The excited levels are equally spaced.

Assume that the transition dipole does not depend on the nuclear positions (the Condon approximation). Light then places the ground vibrational state $|0\rangle$ unchanged on the excited surface. Since $a|0\rangle=0$, we have $b|0\rangle=\alpha|0\rangle$. Expand $|0\rangle=\sum_n c_n|n_b\rangle$ in excited levels. Comparing coefficients gives $\sqrt{n+1}\,c_{n+1}=\alpha c_n$, so $c_n=c_0\alpha^n/\sqrt{n!}$. Normalization fixes $c_0^2=e^{-\alpha^2}$, and the weights are

$$|c_n|^2=e^{-S}\frac{S^n}{n!}.$$

For $S=1$ they are 0.368, 0.368, 0.184, 0.061 and so on. The first line, called 0-0, lies 1500 cm⁻¹ below $\Omega_0$, and the second lies at $\Omega_0$. If $F=0$, a single line remains.

The same information is held in the overlap of the initial state with its evolution:

$$C(t)=\langle0|e^{-iH_et}|0\rangle=e^{-i(\Omega_0-\lambda)t}\,e^{-S}\sum_n\frac{(Se^{-i\omega t})^n}{n!}
=e^{-i(\Omega_0-\lambda)t+S(e^{-i\omega t}-1)} .$$

This is the generating function: its expansion in powers of $e^{-i\omega t}$ generates all the lines.

## From Cartesian gradient to band

For a molecule, let $Q_i$ be mass-weighted normal coordinates with frequencies $\omega_i$, and let $L_{ki}$ be the orthonormal mode vectors. A Cartesian displacement is $\delta x_k=m_k^{-1/2}\sum_iL_{ki}Q_i$. The chain rule therefore gives

$$f_i=\frac{\partial\Omega}{\partial Q_i}=\sum_k\frac{L_{ki}}{\sqrt{m_k}}\frac{\partial\Omega}{\partial x_k}.$$

The total excited energy is the ground energy plus $\Omega$. At the ground minimum the ground gradient vanishes, so the excited-state gradient is $\nabla\Omega$. Translations and rotations leave $\Omega$ unchanged and have no slope.

Since $q_i=\sqrt{\omega_i}\,Q_i$, the dimensionless slope is $F_i=f_i/\sqrt{\omega_i}$. The one-mode results become

$$\Delta Q_i=-\frac{f_i}{\omega_i^2},\qquad S_i=\frac{f_i^2}{2\omega_i^3},\qquad \lambda=\sum_iS_i\omega_i .$$

With equal Hessians the excited Hamiltonian is a sum over modes, so the overlaps multiply:

$$C(t)=\exp\Big[-i(\Omega_0-\lambda)t+\sum_iS_i(e^{-i\omega_it}-1)\Big].$$

The band, normalized to unit area and without the slowly varying factor of photon energy, is

$$A(E)=\frac1\pi\,\mathrm{Re}\int_0^\infty dt\,e^{iEt}\,C(t)\,e^{-\sigma^2t^2/2}.$$

A term $e^{-iE_nt}$ in $C$ gives a Gaussian of standard deviation $\sigma$ and unit area at $E_n$. The procedure is thus: find the ground minimum and modes, differentiate $\Omega$, project, form $S_i$, and transform $C(t)$. It holds for a molecule starting in its lowest vibrational level and for one isolated excited state.

## Ethylene

The ground surface is Hartree-Fock in the 6-31G basis. The excitation energy is an eigenvalue of the Bethe-Salpeter matrix for a singlet, without coupling to de-excitations (the Tamm-Dancoff approximation):

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|jb)-W_{ij,ab}.$$

Here $i,j$ are occupied and $a,b$ empty orbitals, and $W$ is the electron–hole attraction with static random-phase screening. The $G_0W_0$ corrections of the highest occupied and lowest empty orbitals shift all occupied and all empty levels rigidly. Slopes are central differences of $\Omega$ with everything recomputed at each geometry, so the response of orbitals and screening is included.

The vertical energy is 9.81 eV, and the π→π* configuration carries 95% of the exciton. The energy is not converged in the basis: in 6-31G* it is 9.56 eV. The basis dependence of the slopes and curvatures below was not determined. The next singlet lies only 0.3 eV higher, so the state is not well isolated. The basis lacks diffuse functions, and ground-state correlation, dynamical screening and vibronic coupling to neighbouring excited states are left out. This is a model band, not a prediction of the measured one.

A symmetry operation of the planar molecule leaves $\Omega$ of this nondegenerate state unchanged. Its gradient must therefore be totally symmetric, and three coordinates suffice: carbons along the bond axis $x$, hydrogens along $x$, and hydrogens along the in-plane direction $y$. A displacement of two atoms in a general direction tests this. The measured slope is −0.17877 hartree/bohr, against −0.17882 predicted from the three coordinates.

Each carbon has an outward slope of −0.17936 hartree/bohr, while the hydrogen slopes are below 0.001. The normalized carbon coordinate moves both atoms by $1/\sqrt2$, so its mass-weighted slope is

$$-\sqrt2\times0.17936/\sqrt{m_C}=-17.142\times10^{-4}\ \text{a.u.}$$

The two hydrogen coordinates have −0.108 and 0.303 in the same unit. The mode at 1846 cm⁻¹ has components (0.8414, −0.2940, 0.4535), so its slope, in units of $10^{-4}$ a.u., is

$$f_2=0.8414(-17.142)+(-0.2940)(-0.108)+0.4535(0.303)=-14.25 .$$

With $\omega_2=8.413\times10^{-3}$ hartree,

$$S_2=\frac{(14.254\times10^{-4})^2}{2(8.413\times10^{-3})^3}=1.71 .$$

The three modes give:

| Mode | $\omega$ (cm⁻¹) | $S$ | $S\omega$ (eV) |
|---|---|---|---|
| 1 | 1513 | 1.03 | 0.193 |
| 2 | 1846 | 1.71 | 0.391 |
| 3 | 3338 | 0.03 | 0.014 |

Mode 1 moves mainly the hydrogens, which feel almost no force. It still has $S\approx1$, because its carbon component, −0.468, meets the large carbon slope. What counts is the projection, not the atom that moves most.

The relaxation energy is 0.597 eV, which puts the 0-0 line at 9.216 eV. Its weight is $e^{-2.769}=0.063$.

## What the gradient leaves out

The next term in the excitation energy is its curvature, $\Delta K_{ij}=\partial^2\Omega/\partial Q_i\partial Q_j$. The excited Hessian is then $K'=\mathrm{diag}(\omega_i^2)+\Delta K$. Diagonal elements change frequencies. Off-diagonal elements make the excited modes rotated combinations of the ground modes, which is the Duschinsky rotation. Its natural measure is

$$g_{ij}=\frac{\Delta K_{ij}}{2\sqrt{\omega_i\omega_j}} .$$

The overall envelope is robust if $\Delta K$ is small. Let $V=\sum_if_iQ_i+\frac12\sum_{ij}\Delta K_{ij}Q_iQ_j$. Because $H_g|0\rangle=0$, the mean of the band is $\Omega_0+\langle V\rangle$ and its variance is $\langle V^2\rangle-\langle V\rangle^2$. With $\langle Q_iQ_j\rangle=\delta_{ij}/2\omega_i$ the mean is

$$\bar E=\Omega_0+\frac14\sum_i\frac{\Delta K_{ii}}{\omega_i}.$$

In the variance the linear part gives $\sum_if_i^2/2\omega_i=\sum_iS_i\omega_i^2$. Terms with one linear and one quadratic factor are odd in $Q$ and vanish. For the quadratic part, a Gaussian average of four coordinates is the sum over pairings. The pairing within each factor cancels against $\langle V\rangle^2$, and the other two are equal:

$$\mathrm{Var}=\sum_iS_i\omega_i^2+\frac14\cdot2\sum_{ij}\frac{\Delta K_{ij}^2}{4\omega_i\omega_j}
=\sum_iS_i\omega_i^2+\frac18\sum_{ij}\frac{\Delta K_{ij}^2}{\omega_i\omega_j}.$$

Off-diagonal curvature does not move the mean and enters the width only in second order.

Individual lines are less protected. The relaxation energy becomes $\lambda'=\frac12f^TK'^{-1}f$. To first order $K'^{-1}\approx\omega^{-2}-\omega^{-2}\Delta K\,\omega^{-2}$, with $\omega$ read as a diagonal matrix. Since $\Delta Q=-\omega^{-2}f$, this gives $\lambda'-\lambda\approx-\frac12\Delta Q^T\Delta K\,\Delta Q$. One pair of modes occurs twice in the double sum. With $|\Delta Q_i|=\sqrt{2S_i/\omega_i}$ it contributes

$$-\Delta K_{ij}\Delta Q_i\Delta Q_j=-4g_{ij}\sqrt{S_iS_j}\;\mathrm{sgn}(\Delta Q_i\Delta Q_j).$$

The frequency gap does not appear. If both modes are displaced, mixing moves the 0-0 line in first order, even when the rotation angle is small.

## Mixing with an undisplaced mode

Return to the mode with $\omega_1=1500\ \mathrm{cm^{-1}}$ and $S_1=1$. Add a second mode with $S_2=0$, coupled by $g=80\ \mathrm{cm^{-1}}$, with no diagonal change. The first-order shift vanishes, and the gap now matters. The rotation angle obeys

$$\tan2\theta=\frac{2K'_{12}}{K'_{22}-K'_{11}} .$$

For equal frequencies $\theta=45^\circ$, however small $g$ is. The eigenvalues of $K'$ are $\omega^2\pm2g\omega$, so the frequencies are 1578 and 1418 cm⁻¹, and the slope is shared equally between them. The gradient alone predicts one progression; the molecule has two.

To compare bands, use the distance $\frac12\int|A-B|\,dE$, which is 0 for identical bands and 1 for bands without overlap. At $\sigma=30\ \mathrm{cm^{-1}}$ the distance between the slope-only band and the full one is 0.53. At $\sigma=300\ \mathrm{cm^{-1}}$ it is 0.04, because the splitting is hidden.

For a gap that is large compared with $g$, second-order perturbation of $K'$ lowers $\omega_1^2$ by $K_{12}'^2/(\omega_2^2-\omega_1^2)$. Dividing by $2\omega_1$ and inserting $K'_{12}=2g\sqrt{\omega_1\omega_2}$ gives

$$\delta\omega_1\approx-\frac{2g^2\omega_2}{(\omega_2-\omega_1)(\omega_2+\omega_1)} .$$

For a gap of 800 cm⁻¹ this is about −10 cm⁻¹ per quantum. The whole progression also moves in second order. Since $(K'^{-1})_{11}=1/(\omega_1^2-K_{12}'^2/\omega_2^2)$, the relaxation energy grows by about $4g^2S_1/\omega_2\approx11\ \mathrm{cm^{-1}}$. The upper frequency rises by $2g^2\omega_1/(\omega_2^2-\omega_1^2)$, so the zero-point energy changes by $-g^2/(\omega_1+\omega_2)\approx-2\ \mathrm{cm^{-1}}$. Line $n$ is thus displaced by about $-(13+10n)\ \mathrm{cm^{-1}}$. Two unit Gaussians displaced by $d$ are at distance $\mathrm{erf}(d/2\sqrt2\sigma)$. Summed with the weights for $S=1$ at the narrow width, this gives about 0.29, against 0.13 from the shift per quantum alone. The computed distance is indeed 0.29 at $\sigma=30\ \mathrm{cm^{-1}}$, although the angle is only 5.5°. For a gap of 200 cm⁻¹ the angle is 19° and the distance 0.52, almost the value at zero gap. Diagonalizing $K'$ there gives a lower frequency of 1470 cm⁻¹, a shift of one $\sigma$ per quantum. The angle alone is thus a poor measure of the damage; line shifts must be compared with the linewidth.

## The full harmonic band

To judge the gradient method within the harmonic model one needs the band with all of $\Delta K$. A Gaussian stays Gaussian on a quadratic surface, so insert

$$\psi=N\exp(-\tfrac12Q^TBQ+b^TQ+c)$$

into $i\dot\psi=(-\frac12\nabla^2+\frac12Q^TK'Q+f^TQ+E_0)\psi$, where $E_0=\Omega_0-\frac12\sum_i\omega_i$ because energies start at the ground vibrational level. The vector $b$ is unrelated to the operator used earlier. With $B$ symmetric,

$$\nabla^2\psi=\big[(b-BQ)^T(b-BQ)-\mathrm{Tr}B\big]\psi .$$

Equating the terms quadratic, linear and constant in $Q$ gives

$$\dot B=i(K'-B^2),\quad \dot b=-i(Bb+f),\quad \dot c=-i\big(\tfrac12\mathrm{Tr}B-\tfrac12b^Tb+E_0\big).$$

The start is $B=w\equiv\mathrm{diag}(\omega_i)$, $b=0$, $c=0$. The Gaussian integral for the overlap with the initial state is

$$C(t)=\sqrt{\frac{\det2w}{\det(w+B)}}\;\exp\big[\tfrac12b^T(w+B)^{-1}b+c\big],$$

with the root followed continuously from its value 1 at $t=0$. For ethylene, both this formula and the generating function were tested over 12 fs against evolution in an explicit oscillator basis; the differences are below $10^{-9}$.

## How ethylene fares

The coupling between modes 1 and 2 is $g_{12}=-72\ \mathrm{cm^{-1}}$, for a gap of 334 cm⁻¹. The slopes have opposite signs, so $\Delta Q_1\Delta Q_2<0$. The first-order change of $\lambda$ from this pair is

$$-4\times(-71.7)\times\sqrt{1.03\times1.71}\times(-1)\approx-380\ \mathrm{cm^{-1}}=-0.047\ \mathrm{eV}.$$

Here and in the output, "full" means the whole $3\times3$ block of the three symmetric modes; the nine other modes keep their ground curvature. With this block, frequency changes included, $\lambda$ falls from 0.597 to 0.529 eV. The 0-0 line rises from 9.216 to 9.289 eV, which exceeds the broadening $\sigma=0.05$ eV. This compares two harmonic models and does not bring $\lambda$ closer to the actual surface. At the predicted minimum the C=C bond is longer by about 0.12 Å, and the excited energy recomputed there lies 0.62 eV below the vertical point. Further along the same line the drop reaches roughly 0.68 eV, where the curvature is less than half its value at the ground geometry. Anharmonicity thus changes $\lambda$ in the opposite direction to $\Delta K$, and by more.

The rotation also redistributes the relaxation. The lower excited mode is $0.979\,Q_1+0.202\,Q_2$ with a negligible third component. Its slope is

$$0.979(8.21)+0.202(-14.25)\approx5.2$$

in $10^{-4}$ a.u., instead of 8.2. The two contributions partly cancel. Since relaxation energy is $f^2/2\omega^2$, its share drops from 0.193 eV to

$$0.193\times(5.17/8.21)^2\times(1513/1542)^2\approx0.074\ \mathrm{eV}.$$

The upper mode gains less than the lower one loses, from 0.391 to about 0.44 eV. A rotation of about 12° has removed more than half of the relaxation energy of the lower mode.

Within these three modes the envelope hardly notices. The mean changes from 9.813 to 9.819 eV, and the standard deviation before broadening stays at 0.36 eV. Yet the highest peak moves from 9.65 to 9.75 eV, and the distance between the slope-only and full bands is 0.33. Restoring only the diagonal curvature still leaves a distance of 0.27 from the full band, so corrected frequencies alone do not repair it.

The torsion is a more serious warning. Symmetry gives it zero slope, hence $S=0$. But its squared frequency changes sign: 1158 cm⁻¹ in the ground state becomes an imaginary 3473 cm⁻¹ in the excited state. Both values come from one displacement of 0.08 bohr. The sign of the second is stable but its size is only indicative: it is about 3600 cm⁻¹ at 0.03 bohr, 2960 cm⁻¹ at 0.23 bohr, and 2880 cm⁻¹ at 0.08 bohr in 6-31G*. Part of it comes from mixing with the singlet 0.3 eV above, which rises and takes on π→π* weight as the molecule twists. The planar geometry is a maximum along the twist. If this curvature held over the whole zero-point motion, the mean would shift by

$$\frac{K'-\omega^2}{4\omega}=-\frac{3473^2+1158^2}{4\times1158}\ \mathrm{cm^{-1}}\approx-0.36\ \mathrm{eV},$$

as much as the standard deviation of the three-mode band. That extrapolation is crude: at the root-mean-square zero-point twist of 0.23 bohr, $\Omega$ actually drops by 0.27 eV (0.22 eV in 6-31G*). It still shows that the computed band misses the twist altogether. The other eight modes without slope were not examined.

## When to trust the gradient

Within the harmonic, Condon and isolated-state assumptions, the slope-only band needs these checks:

- **Each displaced mode:** the diagonal term $g_{ii}=\Delta K_{ii}/2\omega_i$ changes the line spacing by $g_{ii}$ per quantum and, from $-\frac12\Delta K_{ii}\Delta Q_i^2$, the relaxation energy by $-2g_{ii}S_i$. Both shifts, the first times the number of quanta, should be small compared with the linewidth.
- **Two displaced modes:** $4|g_{ij}|\sqrt{S_iS_j}$ should be small compared with the linewidth. The next check applies to such a pair as well, because even a barely displaced mode can split the progression of the other when the gap is small.
- **A displaced and an undisplaced mode:** $|g_{ij}|$ should be small compared with the frequency gap, and both the shift $\delta\omega$ times the number of quanta and the shift $4g_{ij}^2S_i/\omega_j$ of the whole progression small compared with the linewidth. If the gap is small, the linewidth must hide a spread of about $2|g_{ij}|$ times the number of quanta.
- **Zero-point energy of every mode, displaced or not:** the diagonal term moves all lines together by about $g_{ii}/2$. The sum of these shifts should be small compared with the linewidth.
- **Every mode, including those without slope:** the curvature terms in the mean and variance should be small compared with the width of the band.

The first four bear on resolved lines, and the fifth on the envelope. All five need $\Delta K$, which the gradient does not contain. It can be sampled by further excitation energies at geometries displaced along the modes and along pairs of them; without symmetry, their number grows as the square of the number of modes. If a check fails, the Gaussian-packet formula replaces the generating function as long as the surface is still close to quadratic. That can be tested by recomputing the excited energy at the predicted minimum and comparing the drop with $\lambda'$; for ethylene the two differ by 0.09 eV even in the planar modes. For a twist that leads far from the planar geometry, the harmonic description itself has to be given up. The numerical output below lists the slopes, couplings and distances used here.

## Calculated quantities

```
C=C and C-H lengths: 1.3220  1.0740 angstrom
HF HOMO, LUMO: -10.193  4.824 eV
G0W0 shifts HOMO, LUMO: 0.012  -0.464 eV
vertical BSE energy: 9.8131 eV
HOMO->LUMO weight: 0.9484 
oscillator strength: 0.721 
Cartesian slopes C x, H x, H y: -0.17936  -0.00023  0.00065 hartree/bohr
two-atom slope: measured, predicted: -0.17877  -0.17882 hartree/bohr
symmetry coordinates: C x, H x, H y (mass-weighted, normalized)
slope in them: -17.1423  -0.1075  0.3033 1e-4 a.u.
mode 1 components: -0.4679  -0.8162  0.3389 
mode 2 components: 0.8414  -0.2940  0.4535 
mode 3 components: 0.2705  -0.4973  -0.8243 
ground frequencies, modes 1-3: 1512.8  1846.4  3337.6 cm^-1
projected slopes f: 8.2115  -14.2540  -4.8328 1e-4 a.u.
Huang-Rhys factors S: 1.0296  1.7062  0.0332 
relaxation energies S*w: 0.1931  0.3906  0.0137 eV
sum of S, weight of 0-0 line: 2.7690  0.0627 
total relaxation energy: 0.5974 eV
0-0 energy, slopes only: 9.2157 eV
diagonal dK/(2w), modes 1-3: 45.5  35.7  7.4 cm^-1
couplings g12, g13, g23: -71.7  -6.1  27.9 cm^-1
excited frequencies (minus=imaginary): 1541.7  1894.1  3345.3 cm^-1
excited mode 1 in ground modes: 0.9794  0.2018  -0.0001 
excited mode 2 in ground modes: 0.2017  -0.9793  0.0186 
excited mode 3 in ground modes: -0.0036  0.0182  0.9998 
relaxation energy, full Hessian: 0.5293 eV
0-0 energy, full Hessian: 9.2891 eV
torsion: ground, excited (minus=imaginary): 1157.8  -3473.3 cm^-1
band mean, slopes and full: 9.8131  9.8186 eV
band std dev, slopes and full: 0.3624  0.3625 eV
Gaussian broadening sigma: 0.050 eV
highest peak: slopes, diagonal, full: 9.646  9.688  9.746 eV
spectral distance slopes-full: 0.3313 
spectral distance diagonal-full: 0.2697 
basis check errors, slopes and full: 4.7e-14  6.7e-10 
two-mode model: w1=1500, g=80 cm^-1, S1=1, S2=0
gap 0, sigma 30 cm^-1: angle 45.0 deg, distance 0.5274
gap 200, sigma 30 cm^-1: angle 19.3 deg, distance 0.5247
gap 800, sigma 30 cm^-1: angle 5.5 deg, distance 0.2902
gap 0, sigma 300 cm^-1: angle 45.0 deg, distance 0.0442
```
